# Metal shifts by one or two carbons on an eta-1 cyclopentadienyl ring

## Problem

In an eta-1 cyclopentadienyl compound the metal, or a silyl group in its place, is bound to one ring carbon and jumps around the ring. Count ring positions from the carbon that carries the metal, \(p=0,1,2,3,4\), in a fixed sense. Position 0 is site A, positions 1 and 4 are the two B carbons, and positions 2 and 3 are the two C carbons.

Two mechanisms are considered. In a 1,2 shift the metal moves to an adjacent carbon; in a 1,3 shift it moves to the next carbon but one. Write the jump length as \(s=1\) or \(s=2\). In both cases \(k\) is the rate of one directed jump, so the total rate at which the metal leaves a carbon is \(2k\).

1. Find the relaxation rates of the magnetisation for each mechanism, and the site patterns that decay at these rates.
2. Decide which measurements can distinguish the mechanisms.
3. Work out a carbon-13 experiment in which the A signal is inverted selectively at time zero. Take a barrier of 63 kJ/mol for each directed jump, a temperature of 280 K, shifts of 50, 133 and 130 ppm for A, B and C, and a carbon frequency of 100 MHz.

The jumps are memoryless, the five metal positions are equivalent, the metal stays on one face of the ring, and no hydrogen migrates. Protons are decoupled, and every carbon is taken to have the same equilibrium signal. Spin-lattice relaxation is left out at first and sized later.

## First estimate by scaling

The Eyring expression with unit transmission factor gives

\[
k=\frac{k_BT}{h}\,e^{-\Delta G^\ddagger/RT}
=(5.83\times10^{12}\ \mathrm{s^{-1}})\,e^{-27.06}=10.3\ \mathrm{s^{-1}} .
\]

Treat the jumps as diffusion around a ring of circumference 5, with lengths counted in carbons. In a time \(t\) there are on average \(2kt\) jumps, each of squared length \(s^2\), and jumps in the two directions are equally likely. The mean square displacement is therefore \(2ks^2t\). Setting this equal to \(2Dt\) gives \(D=ks^2\).

The smoothest non-uniform pattern on the ring has one full wave, with wave number \(q=2\pi/5\). Diffusion damps it at the rate

\[
Dq^2=\frac{4\pi^2}{25}\,s^2k\approx1.58\,s^2k .
\]

The estimate is \(1.58k\) for 1,2 shifts and \(6.32k\) for 1,3 shifts, or time constants of about 61 ms and 15 ms. If the smoothest pattern is also the slowest, the longer jump should equalise the ring four times faster at the same \(k\). Whether that is right has to be settled by the exact solution, because a jump of one or two carbons is not short on a ring of five.

## Exact solution

### The exchange matrices

Suppose that the metal moves by \(+s\). A nucleus that was at position \(p\) relative to the metal is then at \(p-s\), modulo 5. A move by \(-s\) takes it to \(p+s\). This change does not depend on where the metal was, so the magnetisations \(M_p\) obey a closed set of equations. Position \(p\) gains from \(p+s\) and \(p-s\), and loses at the total rate \(2k\):

\[
\frac{dM_p}{dt}=k\,(M_{p+s}+M_{p-s}-2M_p).
\]

In matrix form \(d\mathbf M/dt=K_s\mathbf M\), with

\[
K_1=k\begin{pmatrix}-2&1&0&0&1\\1&-2&1&0&0\\0&1&-2&1&0\\0&0&1&-2&1\\1&0&0&1&-2\end{pmatrix},\quad
K_2=k\begin{pmatrix}-2&0&1&1&0\\0&-2&0&1&1\\1&0&-2&0&1\\1&1&0&-2&0\\0&1&1&0&-2\end{pmatrix}.
\]

The two directions must have equal rates for an achiral metal centre, and also for a chiral one whose configuration is kept in the jump. The five metal positions have equal energy, so detailed balance makes the forward jump between two carbons as fast as its reverse, and the equivalence of the positions extends this equality to all jumps. The argument fails for a chiral centre that is inverted in each jump, as can happen in a 1,3 shift on one face of the ring. The reverse of a jump in one direction then starts from the other enantiomer and is the mirror image of the forward jump, so detailed balance no longer ties the two directions open to one enantiomer. If these have unequal rates, the relaxation rates differ from those derived below; that case is excluded here.

### Eigenvalues

Each row is the previous one moved by one place. This suggests the trial vector \(v_p=e^{2\pi imp/5}\) with \(m=0,\dots,4\). Insertion gives

\[
(K_sv)_p=k\left(e^{2\pi ims/5}+e^{-2\pi ims/5}-2\right)v_p=-\lambda_m^{(s)}v_p,
\]
\[
\lambda_m^{(s)}=2k\left[1-\cos\frac{2\pi ms}{5}\right].
\]

The five trial vectors are mutually orthogonal, so they form a complete set and no eigenvalue is missing.

To evaluate the cosines, let \(c_1=\cos(2\pi/5)\) and \(c_2=\cos(4\pi/5)\). The five fifth roots of unity add to zero, and the real part of that sum is \(1+2c_1+2c_2=0\). The double-angle formula gives \(c_2=2c_1^2-1\). Eliminating \(c_2\),

\[
1+2c_1+4c_1^2-2=0\quad\Longrightarrow\quad 4c_1^2+2c_1-1=0 .
\]

Since \(c_1\) is positive,

\[
c_1=\frac{-1+\sqrt5}{4}=0.309,\qquad c_2=-\tfrac12-c_1=\frac{-1-\sqrt5}{4}=-0.809 .
\]

The two non-zero rates, in units of \(k\), are

\[
a=2(1-c_1)=\frac{5-\sqrt5}{2}=1.382,\qquad
b=2(1-c_2)=\frac{5+\sqrt5}{2}=3.618 .
\]

For \(s=1\), the modes \(m=1,4\) decay at \(ak\) and \(m=2,3\) at \(bk\). For \(s=2\), the mode \(m=1\) contains \(\cos(4\pi/5)=c_2\) and decays at \(bk\), while \(m=2\) contains \(\cos(8\pi/5)=\cos(2\pi/5)=c_1\) and decays at \(ak\). The modes \(m=4\) and \(m=3\) follow their partners.

Both matrices thus have the relaxation rates \(0,\,ak,\,ak,\,bk,\,bk\). Since \(a+b=5\) and \(ab=(25-5)/4=5\), both have the characteristic polynomial \(x(x^2+5x+5)^2\), where \(x\) is the eigenvalue of \(K_s/k\). The zero belongs to the uniform pattern, which exchange cannot change.

### Why the spectra agree

Relabel the positions by \(p\to2p\) modulo 5:

\[
0\to0,\quad1\to2,\quad2\to4,\quad3\to1,\quad4\to3 .
\]

Neighbours \(p\) and \(p\pm1\) become \(2p\) and \(2p\pm2\), so each 1,2 jump becomes a 1,3 jump. If \(P\) is the corresponding permutation matrix,

\[
PK_1P^{T}=K_2 .
\]

A permutation cannot change eigenvalues. It does change the meaning of the sites: A stays A, the B pair becomes the C pair, and the C pair becomes the B pair.

The argument requires doubling to be a one-to-one map of the positions. In a six-membered ring it is not, since 0 and 3 both go to 0. There the rates are \(2k[1-\cos(2\pi ms/6)]\), which gives \(0,1,1,3,3,4\) times \(k\) for jumps to the neighbour and \(0,0,3,3,3,3\) times \(k\) for jumps to the next carbon but one. The second zero appears because the longer jumps connect the six positions only within two separate triangles. The agreement found here is therefore not a general property of rings.

### Patterns that can be observed

Modes \(m\) and \(5-m\) have the same rate and can be combined into a cosine and a sine. The sine patterns have opposite signs at \(p\) and \(5-p\). They cancel when the two B carbons share one signal and the two C carbons share another. If a chiral metal centre makes the members of each pair inequivalent, the sine patterns can be observed if the starting state contains them. They decay at the same two rates when the configuration at the metal is kept; if every jump inverts it, with equal rates in both directions, the differences within the pairs decay instead at \(2k(1+c_2)=0.382k\) and \(2k(1+c_1)=2.618k\). The starting state must contain such a difference. Inversion of one B signal does this; inversion of A does not, because it treats the members of each pair alike.

The cosine patterns have these values at A, B and C:

\[
u_1=(1,\ 0.309,\ -0.809),\qquad u_2=(1,\ -0.809,\ 0.309).
\]

For 1,2 shifts \(u_1\) is slow and \(u_2\) fast. For 1,3 shifts \(u_2\) is slow and \(u_1\) fast. In each case the slow pattern is the one that varies least between positions connected by a jump.

The same result can be put in terms of the three observed signals. Let \(M_A=M_0\), \(M_B=M_1+M_4\) and \(M_C=M_2+M_3\). For 1,2 shifts, adding the equations within each pair gives

\[
\dot M_A=k(M_B-2M_A),
\]
\[
\dot M_B=k(2M_A+M_C-2M_B),
\]
\[
\dot M_C=k(M_B+M_C-2M_C)=k(M_B-M_C).
\]

In the last line, half of the jumps from a C position lead to the other C position and leave the sum unchanged. The three equations have the rates \(0\), \(ak\) and \(bk\), once each. The equations for 1,3 shifts follow by interchanging B and C.

### Inversion of the A signal

Measure signals per carbon in units of the equilibrium value. Inversion of A changes its signal from \(+1\) to \(-1\), so the initial deviation is \(-2\) at \(p=0\) and zero elsewhere. A unit deviation at \(p=0\) is an equal sum of all five modes:

\[
\delta_{p0}=\frac15\sum_{m=0}^{4}e^{2\pi imp/5}
=\frac15\left[1+2\cos\frac{2\pi p}{5}+2\cos\frac{4\pi p}{5}\right].
\]

Each mode decays at its own rate. Multiplying by \(-2\) and adding the equilibrium value 1,

\[
I_p(t)=\frac35-\frac45\left[\cos\frac{2\pi p}{5}\,e^{-\lambda_1t}+\cos\frac{4\pi p}{5}\,e^{-\lambda_2t}\right],
\]

where \((\lambda_1,\lambda_2)=(ak,bk)\) for 1,2 shifts and \((bk,ak)\) for 1,3 shifts. At A both cosines equal 1, so exchanging the two rates changes nothing: the recovery of the inverted signal is the same for both mechanisms. The information is in B and C, whose curves are interchanged.

For the example, \(ak=14.3\ \mathrm{s^{-1}}\) and \(bk=37.3\ \mathrm{s^{-1}}\), with time constants of 70 ms and 27 ms. At 50 ms the exponentials are \(e^{-0.713}=0.490\) and \(e^{-1.866}=0.155\). For 1,2 shifts,

\[
I_A=0.6-0.8(0.490+0.155)=0.084,
\]
\[
I_B=0.6-0.8(0.309\times0.490-0.809\times0.155)=0.579,
\]
\[
I_C=0.6-0.8(-0.809\times0.490+0.309\times0.155)=0.879 .
\]

For 1,3 shifts A is again 0.084, but B is 0.879 and C is 0.579.

The start of the curves shows the reason. Under 1,2 shifts a B carbon receives inverted magnetisation directly from A, and its signal begins with the slope \(-2k\). A C carbon has no direct connection to A, so its slope begins at zero. Under 1,3 shifts these roles are reversed.

The B signal under 1,2 shifts also falls below its late value of 0.6, to 0.556 at 100 ms. The slow term in \(I_B\) is negative and outlives the positive fast term. They cancel when \(e^{(b-a)kt}=0.809/0.309=2.618\), that is, at \(t=0.962/(23.1\ \mathrm{s^{-1}})=42\) ms. After that B lies below 0.6 and approaches it from below.

### Isolating one rate

Weight the signals by a pattern, counting B and C twice because each stands for two carbons:

\[
Q_1=I_A+2c_1I_B+2c_2I_C,\qquad Q_2=I_A+2c_2I_B+2c_1I_C .
\]

The constant \(3/5\) drops out because \(1+2c_1+2c_2=0\). The two cosine patterns are orthogonal, and the squares of each add to \(5/2\) over the ring. Hence

\[
Q_m(t)=-\frac45\cdot\frac52\,e^{-\lambda_mt}=-2e^{-\lambda_mt}.
\]

To limit rounding errors, take the signals to four decimals. For 1,2 shifts those at 20 ms are \(-0.3809\), 0.7210 and 0.9695, which give \(Q_1=-1.504\). Those at 50 ms are 0.0839, 0.5790 and 0.8791, which give \(Q_1=-0.981\). The rate is \(\ln(1.504/0.981)/(0.030\ \mathrm s)=14.2\ \mathrm{s^{-1}}\), the slow rate within rounding. For 1,3 shifts the same combination decays at \(37.3\ \mathrm{s^{-1}}\).

The test needs an independent assignment of the B and C signals. With the two labels interchanged, data from a 1,2 mechanism read as a 1,3 mechanism.

### Line shapes

For transverse magnetisation the generator is \(K_s+i\Omega\), where the diagonal matrix \(\Omega\) holds the angular frequencies of the sites. The equality of the eigenvalues no longer holds at fixed assignment.

In slow exchange each line decays at the rate at which magnetisation leaves its signal. For 1,2 shifts these rates are \(2k\), \(2k\) and \(k\) for A, B and C, as the diagonal terms of the three-site equations show. A decay \(e^{-Rt}\) gives a full width at half height of \(R/\pi\), so the exchange widths are 6.6, 6.6 and 3.3 Hz. For 1,3 shifts they are 6.6, 3.3 and 6.6 Hz. The narrow line belongs to the pair whose members exchange with each other.

The slow-exchange condition is met here. The B and C lines are 300 Hz apart, or \(1885\ \mathrm{s^{-1}}\), compared with \(k=10.3\ \mathrm{s^{-1}}\). The second-order correction to an eigenvalue is a product of two real exchange rates divided by an imaginary frequency difference. It is imaginary, so it moves a line without broadening it.

At any exchange rate, the relabelling gives \(P(K_1+i\Omega)P^T=K_2+i\Omega'\), where \(\Omega'\) has the B and C frequencies interchanged. The initial magnetisation is equal at all positions and the detector adds all positions, so neither is affected by \(P\). A 1,2 mechanism with one assignment therefore gives the same spectrum as a 1,3 mechanism with the other. Line-shape analysis needs the assignment as much as the inversion experiment does.

### Both mechanisms together

If the jumps occur side by side with rates \(k_{12}\) and \(k_{13}\), the matrices share their eigenvectors and the rates add:

\[
\lambda_1=ak_{12}+bk_{13},\qquad \lambda_2=bk_{12}+ak_{13}.
\]

To solve for \(k_{12}\), form \(b\lambda_2-a\lambda_1=(b^2-a^2)k_{12}\) and use \(b^2-a^2=(b-a)(b+a)=5\sqrt5\). The other rate follows in the same way:

\[
k_{12}=\frac{b\lambda_2-a\lambda_1}{5\sqrt5},\qquad
k_{13}=\frac{b\lambda_1-a\lambda_2}{5\sqrt5}.
\]

Two rates without their patterns leave open which is \(\lambda_1\), and interchanging them interchanges \(k_{12}\) and \(k_{13}\). If both jump rates equal \(k\), every carbon exchanges with every other at the rate \(k\), and both patterns decay at \((a+b)k=5k\).

## Comparison with the estimate

For 1,2 shifts the estimate \(1.58k\) lies 14% above the exact \(1.38k\). With \(\theta=2\pi/5\), the exact rate is

\[
2k(1-\cos\theta)=k\theta^2\left(1-\frac{\theta^2}{12}+\cdots\right),
\]

and diffusion keeps the first term. The next term lowers the estimate to \(1.37k\), slightly below the exact value, and the later terms make up the small remainder.

For 1,3 shifts the estimate fails in two ways. The one-wave pattern \(u_1\) decays at \(3.62k\), and \(6.32k\) is 75% too high, because the phase change per jump, \(4\pi/5\), is far from small. More seriously, \(u_1\) is no longer the slowest pattern. The two-wave pattern \(u_2\) changes phase by \(8\pi/5\) in a jump of two carbons, which is equivalent to \(-2\pi/5\), and it decays at \(1.38k\). The predicted fourfold gain in the slowest rate is absent.

The estimate can be repaired by arranging the positions in the order reached by repeated steps of two in one direction, \(0,2,4,1,3\). On that ring a 1,3 shift is a step to a neighbour, and the diffusion estimate becomes \(1.58k\) for both mechanisms.

## The real case and the neglected effects

The parameters are rough values in the regime of trimethylsilylcyclopentadiene, where a silyl group takes the place of the metal and 1,2 shifts are the expected path. The assignment of 133 ppm to B and 130 ppm to C is a choice made for the model. The absolute rates are the least certain result: a change of 2 kJ/mol in the barrier changes \(k\) by a factor \(e^{0.86}\approx2.4\), and a temperature error of 1 K changes it by about 10%. Neither affects the ratio \(b/a=2.618\) or the patterns.

Real carbons also have unequal spin-lattice relaxation. Assumed rates of \(0.2\ \mathrm{s^{-1}}\) at A and \(0.1\ \mathrm{s^{-1}}\) elsewhere change the 1,2 signals at 20, 50 and 100 ms by at most 0.011 of the equilibrium signal. The difference between B and C at 50 ms is 0.30, so the mechanism remains clear provided that B and C have been assigned independently. During a selective pulse of 1 ms, about 2% of the carbons leave A, which makes the inversion incomplete by a similar amount.

The sizes of the remaining effects rest on assumed barriers and an assumed barrier frequency. A competing 1,3 path 15 kJ/mol above the 1,2 path has \(k_{13}/k_{12}=0.0016\) and raises the slow rate by 0.4%. Hydrogen migration over 100 kJ/mol has a rate near \(10^{-6}\ \mathrm{s^{-1}}\), negligible during the experiment. For an assumed imaginary barrier frequency of \(200i\ \mathrm{cm^{-1}}\), the Wigner tunnelling correction raises a rate calculated from the barrier by about 4%. The numerical output lists these values with the signals at all three times.

## Computed values

```
slow, fast eigenvalue / k: 1.3820, 3.6180
fast/slow ratio: 2.6180
pattern 1 at A, B, C: [ 1.     0.309 -0.809]
pattern 2 at A, B, C: [ 1.    -0.809  0.309]
1,2 slow-space weight of patterns 1, 2: 1.000, 0.000
1,2 folded matrix / k, rows A B C: [[-2, 1, 0], [2, -2, 1], [0, 1, -1]]
1,3 slow-space weight of patterns 1, 2: 0.000, 1.000
1,3 folded matrix / k, rows A B C: [[-2, 0, 1], [0, -1, 1], [2, 1, -2]]
six-ring 1,2 decay rates / k: [0. 1. 1. 3. 3. 4.]
six-ring 1,3 decay rates / k: [0. 0. 3. 3. 3. 3.]
both shifts at equal k, decay rate / k: 5.000
temperature: 280 K; barrier: 63 kJ/mol
shifts A, B, C: [ 50. 133. 130.] ppm; carbon frequency: 100 MHz
B-C separation: 300 Hz
k per directed jump: 10.314 1/s
slow, fast relaxation rate: 14.253, 37.316 1/s
slow, fast time constant: 70.16, 26.80 ms
1,2 signal/carbon A,B,C at 20 ms: -0.3809, 0.7210, 0.9695
1,2 signal/carbon A,B,C at 50 ms: 0.0839, 0.5790, 0.8791
1,2 signal/carbon A,B,C at 100 ms: 0.3885, 0.5561, 0.7497
1,3 signal/carbon A,B,C at 20 ms: -0.3809, 0.9695, 0.7210
1,3 signal/carbon A,B,C at 50 ms: 0.0839, 0.8791, 0.5790
1,3 signal/carbon A,B,C at 100 ms: 0.3885, 0.7497, 0.5561
late exchange-only signal: 0.6000
1,2 initial slope / k, B and C: -2.000, -0.000
1,2 decay of patterns 1, 2: 14.253, 37.316 1/s
1,2 exchange widths A, B, C: [6.566 6.566 3.283] Hz
1,3 initial slope / k, B and C: -0.000, -2.000
1,3 decay of patterns 1, 2: 37.316, 14.253 1/s
1,3 exchange widths A, B, C: [6.566 3.283 6.566] Hz
spin-lattice rates A, others: 0.2, 0.1 1/s
largest signal change from them: 0.0108
fraction leaving A in 1 ms pulse: 0.0203
1,3 path 15 kJ/mol higher, k13/k12: 1.59e-03
its change of the slow rate: 0.42 %
hydrogen shift at 100 kJ/mol: 1.29e-06 1/s
change of k for +1 K: 10.5 %
Wigner factor at 200i 1/cm: 1.044
```
